# Corner weights of the linear tetrahedron method at zero temperature: a program that tests the result

```python
# Linear tetrahedron method: Bloechl corner weights.
# Tetrahedron T, sorted corner energies e1<=e2<=e3<=e4, Fermi level E, barycentric
# coordinates lam_i, interpolated energy eps = sum lam_i e_i, eij = ei - ej.
# Result under test: w_i = (1/V_T) int_T lam_i theta(E-eps) d3k equals the closed forms
# case1/case2/case3, so that the occupied integral of a linear X is sum_i w_i X_i.
# Weights are in units of v = V_T/V_G.  P_ij is the point of edge ij with eps = E.
import itertools
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import ellipkm1

def case1(E, e1, e2, e3, e4):
    C = (E-e1)**3/(4*(e2-e1)*(e3-e1)*(e4-e1))
    return [C], [C*(4-(E-e1)*(1/(e2-e1)+1/(e3-e1)+1/(e4-e1))),
                 C*(E-e1)/(e2-e1), C*(E-e1)/(e3-e1), C*(E-e1)/(e4-e1)]

def case2(E, e1, e2, e3, e4):
    C1 = (E-e1)**2/(4*(e4-e1)*(e3-e1))
    C2 = (E-e1)*(E-e2)*(e3-E)/(4*(e4-e1)*(e3-e2)*(e3-e1))
    C3 = (E-e2)**2*(e4-E)/(4*(e4-e2)*(e3-e2)*(e4-e1))
    return [C1, C2, C3], [C1+(C1+C2)*(e3-E)/(e3-e1)+(C1+C2+C3)*(e4-E)/(e4-e1),
                          C1+C2+C3+(C2+C3)*(e3-E)/(e3-e2)+C3*(e4-E)/(e4-e2),
                          (C1+C2)*(E-e1)/(e3-e1)+(C2+C3)*(E-e2)/(e3-e2),
                          (C1+C2+C3)*(E-e1)/(e4-e1)+C3*(E-e2)/(e4-e2)]

def case3(E, e1, e2, e3, e4):
    C = (e4-E)**3/(4*(e4-e1)*(e4-e2)*(e4-e3))
    return [C], [(1-4*C*(e4-E)/(e4-e1))/4, (1-4*C*(e4-E)/(e4-e2))/4,
                 (1-4*C*(e4-E)/(e4-e3))/4,
                 (1-4*C*(4-(e4-E)*(1/(e4-e1)+1/(e4-e2)+1/(e4-e3))))/4]

def weights(E, e):
    e = np.atleast_2d(np.asarray(e, float))
    w = np.zeros_like(e)
    w[(E >= e[:, 3]) & (E > e[:, 0])] = 0.25
    for f, m in ((case1, (e[:, 0] < E) & (E <= e[:, 1])),
                 (case2, (e[:, 1] < E) & (E <= e[:, 2])),
                 (case3, (e[:, 2] < E) & (E < e[:, 3]))):
        if m.any():
            w[m] = np.array(f(E, *e[m].T)[1]).T
    return w

# cuts: a label is a corner i or an edge point (i, j)
CUT1 = [[1, (1, 2), (1, 3), (1, 4)]]
CUT2 = [[2, 1, (1, 3), (1, 4)], [2, (1, 3), (1, 4), (2, 3)], [2, (1, 4), (2, 3), (2, 4)]]
CUT2_OTHER = [[2, 1, (1, 3), (1, 4)], [2, (1, 3), (1, 4), (2, 4)], [2, (1, 3), (2, 3), (2, 4)]]
EMPTY3 = [[4, (1, 4), (2, 4), (3, 4)]]
CUT3 = [[1, (1, 4), (2, 4), (3, 4)], [1, 2, 3, (3, 4)], [1, 2, (3, 4), (2, 4)]]

def rows(piece, E, e, zero, one):
    B = []
    for lab in piece:
        r = [zero]*4
        if isinstance(lab, int):
            r[lab-1] = one
        else:
            i, j = lab[0]-1, lab[1]-1
            r[i] = (e[j]-E)/(e[j]-e[i])
            r[j] = (E-e[i])/(e[j]-e[i])
        B.append(r)
    return B

# ---- exact algebra ----
x, y, z = sp.symbols('x y z')
for lam in (1-x-y-z, x, y, z):
    assert 6*sp.integrate(lam, (z, 0, 1-x-y), (y, 0, 1-x), (x, 0, 1)) == sp.Rational(1, 4)
K, sE, s1, s2, s3, s4 = sp.field("E,e1,e2,e3,e4", sp.QQ)
se = [s1, s2, s3, s4]
def same(a, b):
    return (K(0)+a-b).numer == 0
def det4(B):
    d = K(0)
    for p in itertools.permutations(range(4)):
        sign = (-1)**sum(p[a] > p[b] for a in range(4) for b in range(a+1, 4))
        d = d + sign*B[0][p[0]]*B[1][p[1]]*B[2][p[2]]*B[3][p[3]]
    return d
def cut_weights(cut, E_sample):
    Cs, w = [], [K(0)]*4
    for piece in cut:
        B = rows(piece, sE, se, K(0), K(1))
        sign = np.sign(np.linalg.det(np.array(rows(piece, E_sample, [0., 1., 2., 4.], 0., 1.))))
        C = int(sign)*det4(B)/4
        Cs.append(C)
        w = [w[i]+C*(B[0][i]+B[1][i]+B[2][i]+B[3][i]) for i in range(4)]
    return Cs, w
F1, F2, F3 = case1(sE, *se), case2(sE, *se), case3(sE, *se)
for cut, Es, F in ((CUT1, .5, F1), (CUT2, 1.5, F2)):
    Cs, w = cut_weights(cut, Es)
    assert all(same(a, b) for a, b in zip(Cs+w, F[0]+F[1]))
Cs, w = cut_weights(EMPTY3, 3.)
assert same(Cs[0], F3[0][0]) and all(same(K(1)/4-a, b) for a, b in zip(w, F3[1]))
assert all(same(a, b) for a, b in zip(cut_weights(CUT2_OTHER, 1.5)[1], F2[1]))
assert all(same(a, b) for a, b in zip(cut_weights(CUT3, 3.)[1], F3[1]))
# continuity
assert all(same(a, 0) for a in case1(s1, *se)[1])
assert all(same(a, b) for a, b in zip(case1(s2, *se)[1], case2(s2, *se)[1]))
assert all(same(a, b) for a, b in zip(case2(s3, *se)[1], case3(s3, *se)[1]))
assert all(same(a, K(1)/4) for a in case3(s4, *se)[1])
# occupied fraction for e2<E<e3
n2 = ((s2-s1)**2+3*(s2-s1)*(sE-s2)+3*(sE-s2)**2
      - (s3-s1+s4-s2)*(sE-s2)**3/((s3-s2)*(s4-s2)))/((s3-s1)*(s4-s1))
assert same(F2[1][0]+F2[1][1]+F2[1][2]+F2[1][3], n2)
# w_i = -dG/de_i, G = mean of (E-eps)_+ as a divided difference
G = K(0)
for j, F in enumerate((F1, F2, F3)):
    den = K(4)
    for k in range(4):
        if k != j:
            den = den*(se[k]-se[j])
    G = G + (sE-se[j])**4/den
    assert all(same(-G.diff(se[i]), F[1][i]) for i in range(4))

# ---- nested Gauss quadrature of the definition (pieces end at the kinks) ----
gx, gw = np.polynomial.legendre.leggauss(4)
def nodes(lo, hi, cuts):
    p = sorted({lo, hi} | {c for c in cuts if lo < c < hi})
    return [(a+(b-a)*(t+1)/2, wt*(b-a)/2) for a, b in zip(p, p[1:]) for t, wt in zip(gx, gw)]
def ratios(pairs):
    return [n/d for n, d in pairs if d > 0]
def occupied_mean(f, E, e):
    e1, e2, e3, e4 = e
    total = 0.0
    for a, wa in nodes(0., 1., ratios([(E-e1, e2-e1), (e3-E, e3-e2), (e4-E, e4-e2)])):
        kinks = ratios([(E-e1-a*(e2-e1), e3-e1), (e4-E-a*(e4-e2), e4-e3)])
        for b, wb in nodes(0., 1-a, kinks):
            top = min(1-a-b, (E-e1-a*(e2-e1)-b*(e3-e1))/(e4-e1))
            if top > 0:
                c = top*(gx+1)/2
                lam = np.array([1-a-b-c, a+0*c, b+0*c, c])
                total = total + 6*wa*wb*(f(lam) @ gw)*top/2
    return total
rng = np.random.default_rng(1)
worst = 0.0
trial = [np.sort(rng.normal(size=4)) for _ in range(40)]
trial += [np.array(t, float) for t in ([0, 0, 1, 2], [0, 1, 1, 2], [0, 1, 2, 2], [0, 0, 0, 2],
                                       [0, 2, 2, 2], [0, 0, 2, 2])]
for e in trial:
    levels = [rng.uniform(a, b) for a, b in zip(e, e[1:]) if b > a] + [c for c in e[1:3]]
    for E in levels:
        w = weights(E, e)[0]
        worst = max(worst, np.max(np.abs(w-occupied_mean(lambda l: l, E, e))))
        assert np.all(w > -1e-13) and np.all(w < 0.25+1e-13)
assert worst < 1e-10
print(f"max |formula - quadrature| over {len(trial)} energy sets: {worst:.1e} (v)")

# ---- tiling: every occupied point lies in exactly one piece, no empty point in any ----
e0 = np.array([0., 1., 2., 4.])
X0 = np.array([1., 2., 3., 5.])
pts = rng.dirichlet(np.ones(4), 100000)
for cut, E in ((CUT1, .5), (CUT2, 1.5), (CUT2_OTHER, 1.5), (CUT3, 3.)):
    count = sum(np.all(pts @ np.linalg.inv(np.array(rows(p, E, e0, 0., 1.))) >= 0, axis=1)*1
                for p in cut)
    assert np.array_equal(count, (pts @ e0 < E)*1)

# ---- skew Cartesian tetrahedron: volumes of pieces and Monte Carlo ----
corner = np.array([[0, 0, 0], [1, .2, .1], [.3, 1.1, -.2], [.4, .5, .9]])
grad_e, grad_X = np.array([.7, 1.3, 2.1]), np.array([-1., .5, 2.])
corner = corner[np.argsort(corner @ grad_e)]
ec, Xc = corner @ grad_e, 1+corner @ grad_X
vol = lambda c: abs(np.linalg.det(c[1:]-c[0]))/6
Emid = (ec[1]+ec[2])/2
for p, C in zip(CUT2, case2(Emid, *ec)[0]):
    assert abs(vol(np.array(rows(p, Emid, ec, 0., 1.)) @ corner)/vol(corner)-4*C) < 1e-12
lo, hi = corner.min(0), corner.max(0)
r = rng.uniform(lo, hi, (1000000, 3))
inside = np.ones(len(r), bool)
for i in range(4):
    o = np.delete(corner, i, 0)
    nrm = np.cross(o[1]-o[0], o[2]-o[0])
    inside &= ((r-o[0]) @ nrm)*((corner[i]-o[0]) @ nrm) > 0
for E in (ec[:-1]+ec[1:])/2:
    s = np.prod(hi-lo)*inside*(r @ grad_e < E)*(1+r @ grad_X)
    assert abs(s.mean()-vol(corner)*weights(E, ec)[0] @ Xc) < 5*s.std()/np.sqrt(len(s))

# ---- worked example: one tetrahedron ----
fmt = lambda a: " ".join(f"{t:.6f}" for t in a)
print("corner energies e1..e4 (eV):", fmt(e0))
print("corner values X1..X4 (dimensionless):", fmt(X0))
for name, f, E, edges in (("case 1", case1, .5, [(1, 2), (1, 3), (1, 4)]),
                          ("case 2", case2, 1.5, [(1, 3), (1, 4), (2, 3), (2, 4)]),
                          ("case 3", case3, 3., [(1, 4), (2, 4), (3, 4)])):
    Cs, w = f(E, *e0)
    w = np.array(w)
    print(f"{name}: E = {E} eV")
    print("  " + " ".join(f"a{i}{j}={(E-e0[i-1])/(e0[j-1]-e0[i-1]):.6f}" for i, j in edges))
    print("  C (v):", fmt(Cs))
    print("  w1..w4 (v):", fmt(w))
    q = occupied_mean(lambda l: np.array([l.sum(0), e0 @ l, X0 @ l]), E, e0)
    got = np.array([w.sum(), w @ e0, w @ X0])
    assert np.allclose(got, q, rtol=0, atol=1e-12)
    print("  sum w (v), sum w e (v eV), sum w X (v):", fmt(got))
    print("  same three by quadrature:", fmt(q))
nonlinear = occupied_mean(lambda l: l[1]*l[2], 1.5, e0)
corner_sum = weights(1.5, e0)[0] @ (np.eye(4)[1]*np.eye(4)[2])
assert abs(nonlinear-corner_sum) > 1e-2
print(f"X=lam2*lam3, E=1.5 eV: true {nonlinear:.6f} (v), corner sum {corner_sum:.6f} (v)")

# ---- worked example: simple cubic band, lattice constant 1 ----
t, EF = 1.0, -3.0
def mesh_weights(N, E):
    k = 2*np.pi*np.arange(N)/N
    I = np.indices((N, N, N)).reshape(3, -1)
    eps = -2*t*np.cos(k[I]).sum(0)
    W = np.zeros(N**3)
    for perm in itertools.permutations(range(3)):
        J = I.copy()
        idx = [np.arange(N**3)]
        for ax in perm:
            J[ax] = (J[ax]+1) % N
            idx.append((J[0]*N+J[1])*N+J[2])
        idx = np.array(idx).T
        idx = np.take_along_axis(idx, np.argsort(eps[idx], axis=1), axis=1)
        W += np.bincount(idx.ravel(), weights(E, eps[idx]).ravel(), N**3)/(6*N**3)
    return W, eps, np.sin(k[I[2]])**2
assert np.allclose(mesh_weights(8, 7.0)[0], 1/8**3, rtol=1e-12)
dos_square = lambda u: ellipkm1((u/(4*t))**2)/(2*np.pi**2*t)
assert abs(2*quad(dos_square, 0, 4*t, limit=200)[0]-1) < 1e-7
kz_max = lambda u: np.arccos(np.clip(-(EF-u)/(2*t), -1, 1))
chain = [lambda u: kz_max(u)/np.pi,
         lambda u: (u*kz_max(u)-2*t*np.sin(kz_max(u)))/np.pi,
         lambda u: (kz_max(u)-np.sin(2*kz_max(u))/2)/(2*np.pi)]
exact = np.array([quad(lambda u: dos_square(u)*g(u), -4*t, EF+2*t, epsabs=1e-11, limit=200)[0]
                  for g in chain])
print(f"simple cubic band: t = {t} eV, E = {EF} eV, per cell and spin")
print("columns: filling (states), band energy (eV), <sin^2 kz a> (dimensionless)")
print("exact:", fmt(exact))
errors = []
for N in (16, 32, 64):
    W, eps, s2k = mesh_weights(N, EF)
    assert W.min() > -1e-15 and W.max() < (1+1e-10)/N**3
    val = np.array([W.sum(), W @ eps, W @ s2k])
    errors.append(val-exact)
    print(f"N = {N} ({6*N**3} tetrahedra):", fmt(val))
    print("  error:", " ".join(f"{a:.3e}" for a in errors[-1]))
print("error ratio N=16/N=32:", " ".join(f"{a:.2f}" for a in errors[0]/errors[1]))
print("error ratio N=32/N=64:", " ".join(f"{a:.2f}" for a in errors[1]/errors[2]))
# second order gives 4; the margin covers the oscillating mesh/Fermi-surface terms
assert np.all(errors[1]/errors[2] > 3) and np.all(errors[1]/errors[2] < 5)
assert np.all(np.abs(errors[2]/exact) < 1e-2)
print("all tests passed")
```

Printed output:

```
max |formula - quadrature| over 46 energy sets: 2.5e-16 (v)
corner energies e1..e4 (eV): 0.000000 1.000000 2.000000 4.000000
corner values X1..X4 (dimensionless): 1.000000 2.000000 3.000000 5.000000
case 1: E = 0.5 eV
  a12=0.500000 a13=0.250000 a14=0.125000
  C (v): 0.003906
  w1..w4 (v): 0.012207 0.001953 0.000977 0.000488
  sum w (v), sum w e (v eV), sum w X (v): 0.015625 0.005859 0.021484
  same three by quadrature: 0.015625 0.005859 0.021484
case 2: E = 1.5 eV
  a13=0.750000 a14=0.375000 a23=0.500000 a24=0.166667
  C (v): 0.070312 0.011719 0.013021
  w1..w4 (v): 0.150228 0.118273 0.073893 0.037815
  sum w (v), sum w e (v eV), sum w X (v): 0.380208 0.417318 0.797526
  same three by quadrature: 0.380208 0.417318 0.797526
case 3: E = 3.0 eV
  a14=0.750000 a24=0.666667 a34=0.500000
  C (v): 0.010417
  w1..w4 (v): 0.247396 0.246528 0.244792 0.219618
  sum w (v), sum w e (v eV), sum w X (v): 0.958333 1.614583 2.572917
  same three by quadrature: 0.958333 1.614583 2.572917
X=lam2*lam3, E=1.5 eV: true 0.019217 (v), corner sum 0.000000 (v)
simple cubic band: t = 1.0 eV, E = -3.0 eV, per cell and spin
columns: filling (states), band energy (eV), <sin^2 kz a> (dimensionless)
exact: 0.116999 -0.478889 0.049375
N = 16 (24576 tetrahedra): 0.114127 -0.464208 0.048292
  error: -2.872e-03 1.468e-02 -1.084e-03
N = 32 (196608 tetrahedra): 0.116292 -0.475234 0.049109
  error: -7.072e-04 3.655e-03 -2.666e-04
N = 64 (1572864 tetrahedra): 0.116821 -0.477970 0.049308
  error: -1.782e-04 9.189e-04 -6.697e-05
error ratio N=16/N=32: 4.06 4.02 4.06
error ratio N=32/N=64: 3.97 3.98 3.98
all tests passed
```
